# Mean primary recoil energy for 1 MeV protons in silicon: a numerical check

```python
"""Mean primary recoil energy for 1 MeV protons in silicon.

Result under test, for bare Coulomb scattering and a sharp threshold Ed:
    mean T = Ed*Tm/(Tm-Ed) * ln(Tm/Ed),   Tm = 4*m*M*E/(m+M)**2
T: recoil energy, Tm: its maximum, E: proton energy, m and M: masses of
proton and silicon, b: impact parameter, d: head-on closest approach.
The tests use Newton's equations and numerical orbit integrals.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10   # angstrom
U_IN_ME = const.atomic_mass / const.m_e

# Inputs; energies in eV, masses in electron masses
Z1, Z2 = 1, 14
energy = 1.0e6
threshold = 15.0
silicon_mass_u = 28.085
m = const.m_p / const.m_e
M = silicon_mass_u * U_IN_ME
fluence = 1.0e12            # per cm2, rough typical value
atom_density = 5.0e22       # per cm3, rough value for silicon
layer = 1.0e4               # angstrom
other_threshold = 25.0      # eV, rough upper choice
excitation_energy = 170.0   # eV, rough value for the Bethe formula


def max_transfer(E):
    return 4 * m * M * E / (m + M)**2


def mean_recoil(Ed, Tm):
    return Ed * Tm / (Tm - Ed) * np.log(Tm / Ed)


Tm = max_transfer(energy)
mean = mean_recoil(threshold, Tm)
E_cm = energy * M / (m + M)
d = Z1 * Z2 / (E_cm / HARTREE) * BOHR      # angstrom


def sigma_above(T):
    """Derived cross-section for recoils above T, in angstrom squared."""
    prefactor = np.pi * (Z1 * Z2)**2 * m / (M * energy / HARTREE)
    return prefactor * (HARTREE / T - HARTREE / Tm) * BOHR**2


# Test of the recoil energy: both particles followed in the laboratory frame.
# Units here: proton mass, initial proton speed, and d as length.
ratio = M / m
strength = 0.5 * ratio / (1 + ratio)


def newton(t, y):
    separation = y[0:2] - y[2:4]
    force = strength * separation / np.linalg.norm(separation)**3
    return np.concatenate([y[4:8], force, -force / ratio])


for b_test in (0.5, 1.0):
    start = [-2000.0, b_test, 0, 0, 1.0, 0, 0, 0]
    path = solve_ivp(newton, (0, 4000), start, method="DOP853",
                     rtol=1e-10, atol=1e-11, max_step=5.0)
    target_velocity = path.y[6:8, -1]
    T_newton = ratio * np.sum(target_velocity**2) * energy
    T_formula = Tm / (1 + 4 * b_test**2)
    # the finite start and end distances leave an error of order 1e-3
    assert abs(T_newton / T_formula - 1) < 2e-3

# Orbit integral for any screened Coulomb repulsion; lengths in units of d
screening_length = 0.8854 * BOHR / (Z1**0.23 + Z2**0.23)   # angstrom
ZBL_C = np.array([0.1818, 0.5099, 0.2802, 0.02817])
ZBL_K = np.array([3.2, 0.9423, 0.4029, 0.2016])
nodes, weights = np.polynomial.legendre.leggauss(200)
phi = (nodes + 1) * np.pi / 4
phi_weights = weights * np.pi / 4
s_nodes, s_weights = np.polynomial.legendre.leggauss(100)
B_MIN = 1e-3


def bare(r):
    return np.ones_like(r)


def universal(r):
    x = np.asarray(r)[..., None] * d / screening_length
    return np.sum(ZBL_C * np.exp(-ZBL_K * x), axis=-1) / ZBL_C.sum()


def orbit_recoil(b, screen):
    """Recoil energy from the numerically integrated deflection angle."""
    upper = (0.5 + np.sqrt(0.25 + b * b)) * (1 + 1e-9)
    r0 = brentq(lambda r: r * r - r * float(screen(np.array(r))) - b * b,
                b, upper, xtol=1e-14, rtol=1e-14)
    u = np.cos(phi)
    radial = 1 - u / r0 * screen(r0 / u) - (b * u / r0)**2
    integral = np.sum(phi_weights * np.sin(phi) / np.sqrt(radial))
    theta = np.pi - 2 * b / r0 * integral
    return Tm * np.sin(theta / 2)**2


def orbit_b(T, screen):
    """Impact parameter at which the recoil energy equals T."""
    log_b = brentq(lambda s: orbit_recoil(np.exp(s), screen) - T,
                   np.log(B_MIN), np.log(200.0), xtol=1e-12)
    return np.exp(log_b)


def orbit_energy(b_max, screen):
    """Integral of T*2*b*db from 0 to b_max."""
    half = 0.5 * np.log(b_max / B_MIN)
    b = B_MIN * np.exp(half * (s_nodes + 1))
    T = np.array([orbit_recoil(x, screen) for x in b])
    return Tm * B_MIN**2 + half * np.sum(s_weights * 2 * b * b * T)


def orbit_mean(Ed, screen):
    b_max = orbit_b(Ed, screen)
    return orbit_energy(b_max, screen) / b_max**2


b_edge = orbit_b(threshold, bare)
for T in (threshold, 300.0, 2.0e4):
    area = np.pi * (orbit_b(T, bare) * d)**2
    assert abs(area / sigma_above(T) - 1) < 1e-5

mean_orbit = orbit_mean(threshold, bare)
assert abs(mean_orbit / mean - 1) < 1e-5
mean_other = mean_recoil(other_threshold, Tm)
assert abs(orbit_mean(other_threshold, bare) / mean_other - 1) < 1e-5
assert 135.5 < mean < 136.5

# Shape of the recoil spectrum
median = 2 * threshold * Tm / (threshold + Tm)
assert abs((orbit_b(median, bare) / b_edge)**2 - 0.5) < 1e-5
half_energy = np.sqrt(threshold * Tm)
total_energy = orbit_energy(b_edge, bare)
upper_energy = orbit_energy(orbit_b(half_energy, bare), bare)
assert abs(upper_energy / total_energy - 0.5) < 1e-5
below_mean = 1 - sigma_above(mean) / sigma_above(threshold)
assert abs(1 - (orbit_b(mean, bare) / b_edge)**2 - below_mean) < 1e-5
decade = threshold * Tm / (Tm - threshold) * np.log(10)
decade_orbit = (orbit_energy(orbit_b(100.0, bare), bare)
                - orbit_energy(orbit_b(1000.0, bare), bare)) / b_edge**2
assert abs(decade_orbit / decade - 1) < 1e-4
top_half = orbit_energy(orbit_b(Tm / 2, bare), bare) / b_edge**2

# Screening: classical universal potential, and Born estimate with Yukawa
mean_screened = orbit_mean(threshold, universal)
T_screen = HARTREE / (2 * M * (screening_length / BOHR)**2)
limits = (np.log(threshold), np.log(Tm))
born_top = quad(lambda s: np.exp(2*s) / (np.exp(s) + T_screen)**2, *limits)[0]
born_bottom = quad(lambda s: np.exp(s) / (np.exp(s) + T_screen)**2, *limits)[0]
mean_born = born_top / born_bottom

# Relativistic maximum transfer from the velocity of the centre of mass
ev_mass = const.m_e * const.c**2 / const.e
m_rest, M_rest = m * ev_mass, M * ev_mass
E_total = m_rest + energy
momentum = np.sqrt(energy * (energy + 2 * m_rest))
V_cm = momentum / (E_total + M_rest)
Tm_rel = 2 * M_rest * V_cm**2 / (1 - V_cm**2)
p_target = np.sqrt(Tm_rel * (Tm_rel + 2 * M_rest))
mass_shell = (E_total - Tm_rel)**2 - (momentum - p_target)**2
assert abs(mass_shell / m_rest**2 - 1) < 1e-12
mean_rel = mean_recoil(threshold, Tm_rel)

# Slowing down in the layer, Bethe formula in atomic units
speed2 = 2 * energy / HARTREE / m
density_au = atom_density * 1e-24 * BOHR**3
stopping = (4 * np.pi * Z1**2 * Z2 * density_au / speed2
            * np.log(2 * speed2 * HARTREE / excitation_energy))
stopping *= HARTREE / BOHR                 # eV per angstrom
exit_energy = energy - stopping * layer
mean_exit = mean_recoil(threshold, max_transfer(exit_energy))
mean_slow = mean_recoil(threshold, max_transfer(1.0e5))
touching = 1.2e-5 * (1 + 28**(1 / 3))      # angstrom, rough nuclear radii
thermal = const.k * 300 / const.e

# The choice of threshold outweighs the other computed shifts
other_means = (mean_screened, mean_born, mean_rel, mean_exit, mean_slow)
assert abs(mean_other - mean) > max(abs(x - mean) for x in other_means)

sigma = sigma_above(threshold)
sigma_cm2 = sigma * 1e-16
recoil_density = atom_density * sigma_cm2 * fluence

print(f"Proton energy: {energy:.0f} eV")
print(f"Displacement threshold: {threshold:.1f} eV")
print(f"Proton mass: {m:.2f} electron masses")
print(f"Silicon mass: {M:.1f} electron masses")
print(f"Mass ratio M/m: {ratio:.4f}")
print(f"Maximum recoil energy Tm: {Tm:.1f} eV")
print(f"Centre-of-mass energy: {E_cm:.0f} eV")
print(f"Head-on closest approach d: {d:.4e} angstrom")
print(f"Tm/Ed: {Tm / threshold:.1f}")
print(f"ln(Tm/Ed): {np.log(Tm / threshold):.4f}")
print(f"Factor Tm/(Tm-Ed): {Tm / (Tm - threshold):.6f}")
print(f"Mean recoil energy, formula: {mean:.2f} eV")
print(f"Mean recoil energy, formula: {mean / HARTREE:.3f} hartree")
print(f"Mean recoil energy, orbit integral: {mean_orbit:.2f} eV")
print(f"Short form Ed*ln(Tm/Ed): {threshold*np.log(Tm/threshold):.2f} eV")
print(f"Mean divided by Tm: {mean / Tm:.3e}")
print(f"Median recoil energy: {median:.2f} eV")
print(f"Fraction of recoils below the mean: {below_mean:.4f}")
print(f"Half the energy lies in recoils above: {half_energy:.0f} eV")
print(f"Part of mean from each full decade: {decade:.2f} eV")
print(f"Impact parameter at threshold: {b_edge * d:.5f} angstrom")
print(f"Cross-section above threshold: {sigma:.4e} angstrom^2")
print(f"Cross-section above threshold: {sigma_cm2:.4e} cm2")
print(f"Atomic density (rough): {atom_density:.1e} per cm3")
print(f"Fluence (rough): {fluence:.1e} per cm2")
print(f"Primary recoil density: {recoil_density:.3e} per cm3")
print(f"Other threshold (rough): {other_threshold:.1f} eV")
print(f"Mean for other threshold: {mean_other:.2f} eV")
print(f"Layer thickness: {layer:.0f} angstrom")
print(f"Mean excitation energy (rough): {excitation_energy:.0f} eV")
print(f"Bethe stopping power: {stopping:.2f} eV/angstrom")
print(f"Proton energy at layer exit: {exit_energy:.0f} eV")
print(f"Mean at layer exit: {mean_exit:.2f} eV")
print(f"Mean for 100000 eV protons: {mean_slow:.2f} eV")
print(f"Screening length: {screening_length:.4f} angstrom")
print(f"Mean, classical screened orbits: {mean_screened:.2f} eV")
print(f"Born screening energy: {T_screen:.5f} eV")
print(f"Mean, Born with Yukawa screening: {mean_born:.2f} eV")
print(f"Relativistic maximum recoil: {Tm_rel:.1f} eV")
print(f"Mean with relativistic maximum: {mean_rel:.3f} eV")
print(f"Nuclear touching distance (rough): {touching:.1e} angstrom")
print(f"Part of mean from T above Tm/2: {top_half:.2f} eV")
print(f"Thermal energy kT at 300 K: {thermal:.4f} eV")
print("all tests passed")
```

Running it gives:

```
Proton energy: 1000000 eV
Displacement threshold: 15.0 eV
Proton mass: 1836.15 electron masses
Silicon mass: 51195.8 electron masses
Mass ratio M/m: 27.8821
Maximum recoil energy Tm: 133698.9 eV
Centre-of-mass energy: 965376 eV
Head-on closest approach d: 2.0883e-04 angstrom
Tm/Ed: 8913.3
ln(Tm/Ed): 9.0953
Factor Tm/(Tm-Ed): 1.000112
Mean recoil energy, formula: 136.44 eV
Mean recoil energy, formula: 5.014 hartree
Mean recoil energy, orbit integral: 136.44 eV
Short form Ed*ln(Tm/Ed): 136.43 eV
Mean divided by Tm: 1.021e-03
Median recoil energy: 30.00 eV
Fraction of recoils below the mean: 0.8902
Half the energy lies in recoils above: 1416 eV
Part of mean from each full decade: 34.54 eV
Impact parameter at threshold: 0.00986 angstrom
Cross-section above threshold: 3.0524e-04 angstrom^2
Cross-section above threshold: 3.0524e-20 cm2
Atomic density (rough): 5.0e+22 per cm3
Fluence (rough): 1.0e+12 per cm2
Primary recoil density: 1.526e+15 per cm3
Other threshold (rough): 25.0 eV
Mean for other threshold: 214.65 eV
Layer thickness: 10000 angstrom
Mean excitation energy (rough): 170 eV
Bethe stopping power: 4.27 eV/angstrom
Proton energy at layer exit: 957290 eV
Mean at layer exit: 135.79 eV
Mean for 100000 eV protons: 102.01 eV
Screening length: 0.1653 angstrom
Mean, classical screened orbits: 138.66 eV
Born screening energy: 0.00272 eV
Mean, Born with Yukawa screening: 136.46 eV
Relativistic maximum recoil: 133760.6 eV
Mean with relativistic maximum: 136.452 eV
Nuclear touching distance (rough): 4.8e-05 angstrom
Part of mean from T above Tm/2: 10.40 eV
Thermal energy kT at 300 K: 0.0259 eV
all tests passed
```
